# Geometric Line Decay in a Resonantly Modulated Electro-Optic Ring Comb, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the modulated loop to the line amplitudes

**Q:** A laser of one frequency enters a ring, a microwave modulates the ring, and a comb of lines comes out. What exactly is being modelled?

**A:** A single-mode optical waveguide closed into a loop of length $L$, with one coupler to a bus waveguide. Its resonances near the laser are equally spaced by the angular frequency $\Omega$. I number them $m=0,\pm1,\pm2,\dots$, with mode 0 nearest the laser. Electrodes change the refractive index slightly at the same frequency $\Omega$, which is the meaning of "resonantly modulated". Light shifted by $\Omega$ out of one mode then lands on the next.

I assume that all modes lose energy at the same rate $\kappa$, that the ladder of modes has no end, and that there is no dispersion and no optical nonlinearity. Fields vary as $e^{-i\omega t}$, and all rates are angular. The rate $\kappa$ includes loss inside the ring and loss through the coupler, so the loaded quality factor is $Q=\omega/\kappa$.

**Q:** I object already. Equal spacing $\Omega$ means that light travels once around in $T=2\pi/\Omega$, one full microwave period. It sees as much positive as negative modulation, and the effect averages to zero.

**A:** It does if the electrodes act equally all around the loop. They must therefore have a pattern. Take two arms, each of length $\ell$, centred at $z=L/4$ and $z=3L/4$, with opposite signs $\sigma=+1$ and $\sigma=-1$. Let the index change be $-\Delta n\,\sigma(z)\cos\Omega t$, with the voltage uniform along each arm.

Light leaving $z=0$ at time $\tau$ reaches $z$ at $\tau+z/v$, where $v=L/T$ is the group velocity. With the time dependence $e^{-i\omega t}$, a forward wave carries $e^{+ikz}$, so a lower index removes phase. One loop multiplies the field by $e^{-i\Phi}$, where
$$\Phi(\tau)=\frac{2\pi}{\lambda}\Delta n\int_0^L\sigma(z)\cos\!\left(\Omega\tau+\frac{2\pi z}{L}\right)dz .$$
I used $\Omega/v=2\pi/L$. With $x=\pi\ell/L$, the first arm gives
$$\frac{L}{2\pi}\left[\sin\!\left(\Omega\tau+\tfrac{\pi}{2}+x\right)-\sin\!\left(\Omega\tau+\tfrac{\pi}{2}-x\right)\right]
=\ell\,\frac{\sin x}{x}\cos\!\left(\Omega\tau+\tfrac{\pi}{2}\right),$$
because $\sin(A+x)-\sin(A-x)=2\cos A\sin x$. In the second arm the cosine is evaluated half a period later and changes sign. The factor $\sigma=-1$ changes it back, so the arms add:
$$\Phi=\beta\cos\!\left(\Omega\tau+\tfrac{\pi}{2}\right),\qquad
\beta=\frac{2\pi}{\lambda}\,\Delta n\,2\ell\,\frac{\sin x}{x}.$$
With equal signs the two contributions cancel, as you feared. I now move the origin of $\tau$ by a quarter period and write $\Phi=\beta\cos\Omega\tau$. This changes the phases of the comb lines but not their magnitudes.

**Q:** That is a phase per loop. How does it become a coupling rate between modes?

**A:** By following the field from one loop to the next. Remove the laser oscillation $e^{-i\omega_Lt}$ and call the remaining envelope $E(\tau)$, recorded at $z=0$ just after the coupler. One loop does three things to it.

- Energy falls by $e^{-\kappa T}$, so the amplitude falls by $e^{-\kappa T/2}$.
- The laser wave gains a phase $2\pi N+\Delta T$, where $N$ is an integer and $\Delta=\omega_L-\omega_0$ is the detuning from mode 0. The reason is that mode 0 gains $2\pi N$, and a frequency offset $\Delta$ adds $\Delta L/v=\Delta T$.
- The electrodes multiply the field by $e^{-i\beta\cos\Omega\tau}$.

The coupler then adds a constant $F$. Since the loop lasts one microwave period, the same $\tau$ within the period returns to itself:
$$E_{\rm new}(\tau)=e^{-\kappa T/2+i\Delta T-i\beta\cos\Omega\tau}E_{\rm old}(\tau)+F .$$
Suppose that each loop changes the field little, so that the exponential may be replaced by one plus its exponent. This is the mean-field approximation. Dividing the change by $T$ gives a rate of change in a slow time $t$ that counts loops:
$$\frac{\partial E}{\partial t}=\left(i\Delta-\frac{\kappa}{2}-i\frac{\beta}{T}\cos\Omega\tau\right)E+\frac{F}{T}.$$

**Q:** There are still no modes in that equation.

**A:** They are the Fourier components in $\tau$. Write $E=\sum_m A_m(t)e^{-im\Omega\tau}$, so that positive $m$ means higher optical frequency. Since $\cos\Omega\tau=\frac12(e^{i\Omega\tau}+e^{-i\Omega\tau})$, multiplication by the cosine moves each component one step up and one step down. The coefficient of $e^{-im\Omega\tau}$ in $E\cos\Omega\tau$ is $\frac12(A_{m-1}+A_{m+1})$. Therefore
$$\frac{dA_m}{dt}=\left(i\Delta-\frac{\kappa}{2}\right)A_m-ig\,(A_{m+1}+A_{m-1})+\frac{F}{T}\delta_{m0},\qquad g=\frac{\beta}{2T}.$$
The constant $F$ has no variation in $\tau$, so it feeds mode 0 alone.

**Q:** Name the source in terms of laser power. I don't want an undefined $F$ in the final answer.

**A:** Let $|E|^2$ be the power circulating in the ring and $|s|^2$ the power arriving in the bus. A line with circulating power $|A_m|^2$ stores energy $T|A_m|^2$, so I define $a_m=\sqrt T\,A_m$, and $|a_m|^2$ is an energy. The coupler passes a fraction $k_c^2$ of the power across. If it alone drained the ring, at rate $\kappa_e$, then $1-k_c^2=e^{-\kappa_eT}$, hence $k_c^2\approx\kappa_eT$ for weak coupling.

A lossless symmetric coupler sends an amplitude $ik_cs$ into the ring, so $F=ik_cs$. The source in the equation for $a_0$ is
$$\sqrt T\,\frac{F}{T}=\frac{ik_cs}{\sqrt T}\approx i\sqrt{\kappa_e}\,s .$$
The factor $i$ is a constant phase that I absorb into $s$. The equations become
$$\frac{da_m}{dt}=\left(i\Delta-\frac{\kappa}{2}\right)a_m-ig(a_{m+1}+a_{m-1})+\sqrt{\kappa_e}\,s\,\delta_{m0}. \tag{1}$$

**Q:** People use the words "coupling rate" for $g$, for $2g$, and for frequencies in hertz. Which one is this?

**A:** It is the $g$ that stands in the interaction energy
$$H_{\rm int}=\hbar g\sum_m\left(a_{m+1}^\dagger a_m+a_m^\dagger a_{m+1}\right),$$
with $a_m$ read here as photon operators. The equation of motion $i\hbar\,\dot a_m=[a_m,H_{\rm int}]$ gives $\dot a_m=-ig(a_{m-1}+a_{m+1})$, the same term as in (1). With another definition of $g$, or with $\kappa$ defined as an amplitude rate, the numerical factor in the result changes.

**Q:** Now put the laser on resonance and wait for the steady state. Why should the lines be geometric at all? Each one is fed from both sides.

**A:** Because away from the pump every mode obeys the same equation. With $\Delta=0$, $da_m/dt=0$ and $m\neq0$, equation (1) reads
$$\frac{\kappa}{2}a_m+ig(a_{m+1}+a_{m-1})=0. \tag{2}$$
This is a linear recurrence with constant coefficients. Try $a_m\propto X^m$ for $m\ge0$ and divide by $X^m$:
$$\frac{\kappa}{2}+ig\left(X+\frac1X\right)=0 .$$
It is convenient to write $X=-iy$. Then $1/X=i/y$, and
$$ig\left(-iy+\frac{i}{y}\right)=gy-\frac gy .$$
The condition becomes
$$\frac1y-y=\frac{\kappa}{2g},\qquad\text{or}\qquad y^2+\frac{\kappa}{2g}y-1=0 . \tag{3}$$
The roots are
$$y=-\frac{\kappa}{4g}\pm\sqrt{1+\left(\frac{\kappa}{4g}\right)^2}.$$

**Q:** Two roots. A second-order recurrence lets you mix them, and a mixture is not geometric.

**A:** The general solution for $m\ge0$ is indeed a mixture. But the product of the roots of (3) is $-1$. The root with the plus sign lies between 0 and 1, so the other has magnitude greater than 1. A contribution from that one would grow without bound as $m$ increases, and the stored energy would be infinite. A ring with loss, fed by finite power, cannot hold it. Its coefficient is zero, and one power law is left.

For negative $m$ the argument is the same, because (1) does not change when $m$ is replaced by $-m$. Both sides start from the same $a_0$, so
$$a_m=a_0(-iy)^{|m|},\qquad 0<y<1 .$$

**Q:** Then what is the decay exponent?

**A:** Set $y=e^{-\alpha}$ with $\alpha>0$. The left side of (3) is $e^{\alpha}-e^{-\alpha}=2\sinh\alpha$, so $2\sinh\alpha=\kappa/(2g)$ and
$$|a_m|=|a_0|e^{-\alpha|m|},\qquad \alpha=\operatorname{arcsinh}\frac{\kappa}{4g}. \tag{4}$$
One factor of 2 in the 4 comes from the amplitude decaying at $\kappa/2$, the other from $2\sinh\alpha$. Equation (4) concerns amplitudes. Line powers fall as $e^{-2\alpha|m|}$.

**Q:** You solved for $m\neq0$ and left the pumped mode aside. Does its equation spoil anything?

**A:** It fixes the overall size and nothing else. With $a_{\pm1}=-iya_0$, the coupling term for $m=0$ is $ig\cdot2(-iy)a_0=2gy\,a_0$. The steady equation is
$$\left(\frac{\kappa}{2}+2gy\right)a_0=\sqrt{\kappa_e}\,s .$$
From (3), $\kappa/2=g(1/y-y)$. The bracket is then $g(1/y+y)=2g\cosh\alpha$, and
$$a_0=\frac{\sqrt{\kappa_e}\,s}{2g\cosh\alpha}. \tag{5}$$

**Q:** Show me that energy is conserved. A wrong sign could hide in the choice of root.

**A:** Multiply (1) by $a_m^*$, sum over $m$, and add the complex conjugate. The coupling contributes $-ig\sum_m(a_m^*a_{m+1}+a_m^*a_{m-1})$. After relabelling, the second sum is the conjugate of the first, so the bracket is real and the product is imaginary. It drops out: the modulation moves light between lines without changing the total, if the small relative differences $m\Omega/\omega$ in photon energy are ignored. In steady state
$$\kappa\sum_m|a_m|^2=2\,{\rm Re}\left(a_0^*\sqrt{\kappa_e}\,s\right)=4g\cosh\alpha\,|a_0|^2 ,$$
where the last step uses (5). On the other hand, the geometric series gives
$$\sum_m|a_m|^2=|a_0|^2\left(1+\frac{2y^2}{1-y^2}\right)=|a_0|^2\,\frac{1+y^2}{1-y^2}=|a_0|^2\coth\alpha .$$
Multiply this by $\kappa=4g\sinh\alpha$. The result is $4g\cosh\alpha\,|a_0|^2$, so the loss equals the supply.

**Q:** What does the arcsinh mean physically? It looks like an accident of algebra.

**A:** It joins two regimes. For weak coupling, $g\ll\kappa$, the root of (3) is $y\approx2g/\kappa$. Each line is driven by its inner neighbour at rate $g$ and damped at $\kappa/2$, and the feedback from the outer neighbour is negligible. The ratio of the two rates is the amplitude ratio.

For strong coupling, $g\gg\kappa$, the arcsinh is nearly its argument and $\alpha\approx\kappa/(4g)$. Light now travels along the ladder of modes. Without loss or drive, a wave $a_m\propto e^{i\theta m-i\nu t}$ satisfies (1) with $\nu=2g\cos\theta$. Its speed along the ladder is $|d\nu/d\theta|=2g|\sin\theta|$, in modes per unit time. A resonant laser excites $\nu=0$, where the speed is $2g$. The amplitude lives for a time $2/\kappa$, so it travels $4g/\kappa$ modes before falling by a factor $e$. That distance is $1/\alpha$.

**Q:** Has the law been compared with a solution that does not assume a geometric form?

**A:** Yes. The steady form of (1) was solved as a linear system for 2001 modes, with $g/\kappa$ equal to 0.01, 0.1, 0.5, 1, 3 and 10. Lines 0 to $\pm5$ agreed with (4) and (5), phases included, within a relative tolerance of $10^{-6}$. The truncation does no harm there, because the amplitude is already small at the ends of the ladder.

## Second half: detuning, finite loops and a worked ring

**Q:** Restate what we carry over, and then I will attack the assumptions.

**A:** A ring with round-trip time $T$ is modulated at its mode spacing $\Omega=2\pi/T$, with peak phase $\beta$ per loop. The loaded energy loss rate is $\kappa$, of which $\kappa_e$ goes through the coupler. The nearest-mode coupling is $g=\beta/(2T)$, and the laser detuning from mode 0 is $\Delta$. At $\Delta=0$ the mean-field equations gave
$$a_m=a_0(-i)^{|m|}e^{-\alpha|m|},\qquad \sinh\alpha=\frac{\kappa}{4g},\qquad a_0=\frac{\sqrt{\kappa_e}\,s}{2g\cosh\alpha},$$
where $|a_m|^2$ is the energy in line $m$ and $|s|^2$ the input power.

**Q:** The laser will never sit exactly on the resonance. Does the law collapse?

**A:** In the mean-field equations the decay stays geometric, with a different exponent. Detuning replaces $\kappa/2$ by $\kappa/2-i\Delta$ in the recurrence, so $1/y-y=(\kappa/2-i\Delta)/g$. Now $y$ is complex. With $y=e^{-\alpha+i\theta}$ the left side is $2\sinh(\alpha-i\theta)$. Its real and imaginary parts give
$$\sinh\alpha\cos\theta=\frac{\kappa}{4g},\qquad \cosh\alpha\sin\theta=\frac{\Delta}{2g},$$
which is the same as
$$\alpha={\rm Re}\,\operatorname{arcsinh}\frac{\kappa/2+i\Delta}{2g}. \tag{6}$$
Consider low loss. For $|\Delta|<2g$ the second relation gives $\sin\theta\approx\Delta/(2g)$, and the first raises $\sinh\alpha$ by the factor $1/\cos\theta$. At $\Delta=g$ this is $1/\cos30^\circ\approx1.15$. For $|\Delta|>2g$ no angle can satisfy the second relation with $\alpha$ near zero, and $\cosh\alpha\approx|\Delta|/(2g)$. The lines then fall off even without loss, and in the mean-field equations more steeply the further $|\Delta|$ exceeds $2g$. In the full loop this trend ends near $|\Delta|=\Omega/2$, where the next mode is equally close to the laser. The laser lies outside the band of detunings from $-2g$ to $2g$ in which waves can travel along the ladder.

In the mean-field equations the comb lines fall off geometrically, with $\sinh\alpha=\kappa/(4g)$ on resonance and the exponent (6) for a detuned laser. What remains is to remove the mean-field approximation, which is poor for $\beta$ near 1, and to work through a ring with numbers.
